# Maximum overlap methods for excited SCF states: selection, stability and collapse, part 1

(Sections cited here and not found follow in the second part.)

## Holding an SCF iteration on an excited state: the maximum overlap method and its initial-reference variant

A self-consistent-field iteration that fills the lowest orbitals at every step cannot stay on an excited determinant whose occupied orbital lies above an empty one. The first diagonalization refills the hole, and if the iteration converges it ends on a solution whose occupied orbitals are the lowest ones, such as the ground state. The maximum overlap method (MOM) replaces the energy ordering by a similarity rule: occupy the new orbitals that most resemble the occupied orbitals of the previous step. This repair can fail without any warning from the quantity it monitors. In the example at the end of this section, successive determinants never overlap by less than 0.98, and the iteration still carries the promoted electron all the way back into the orbital it came from. Freezing the reference at the starting guess (the initial maximum overlap method, IMOM) forbids that ending, but it does not by itself produce convergence. Which of these outcomes occurs depends on the similarity criterion, on the spectrum of one small matrix, which decides whether the target attracts nearby iterates, and on the quality of the guess.

### The iteration

We use unrestricted Hartree–Fock (UHF) with real orbitals and Hartree atomic units. With atomic-orbital overlap matrix \(S\) and coefficients \(C^{\rm AO}\), the Löwdin coefficients \(C=S^{1/2}C^{\rm AO}\) refer to an orthonormal basis of dimension \(M\), and the overlap of two orbital sets is \((C_1^{\rm AO})^TSC_2^{\rm AO}=C_1^TC_2\). Everything below is written in this basis. For spin \(\sigma\) with \(N_\sigma\) electrons the density matrix of a determinant is the projector \(P_\sigma=C_{\sigma,\rm occ}C_{\sigma,\rm occ}^T\). In chemists' notation \((pq|rs)\),
\[
F_\sigma[P]=h+G_\sigma[P],\qquad G_\sigma[P]_{pq}=\sum_{rs}(pq|rs)(P_\alpha+P_\beta)_{rs}-\sum_{rs}(pr|qs)(P_\sigma)_{rs},
\]
\[
\mathcal E[P]=\sum_\sigma\operatorname{tr}hP_\sigma+\tfrac12\sum_\sigma\operatorname{tr}P_\sigma G_\sigma[P]+E_{\rm nuc}.
\]
With \(\langle A,B\rangle=\sum_\sigma\operatorname{tr}A_\sigma B_\sigma\), the map \(G\) is linear and symmetric (by the permutation symmetry of the integrals), so \(\mathcal E\) is exactly quadratic:
\[
\mathcal E[P+\delta]=\mathcal E[P]+\langle F[P],\delta\rangle+\tfrac12\langle\delta,G[\delta]\rangle. \tag{1}
\]

One step, with mixing parameter \(0<\alpha\le1\) and level shift \(\lambda\ge0\), is:

1. Build \(F_\sigma[P]+\lambda(1-P_\sigma)\) and diagonalize it to get all \(M\) orbitals \(C_\sigma\).
2. Form the \(N_\sigma\times M\) matrix \(O=C_{\rm ref}^TC_\sigma\) and choose a set \(\mathcal S\) of \(N_\sigma\) columns by a criterion on \(O\).
3. Build \(P^{\rm new}\) from the chosen columns and stop if \(\|P^{\rm new}-P\|<\tau\) (Frobenius norm).
4. Mix, \(P\leftarrow(1-\alpha)P+\alpha P^{\rm new}\).
5. MOM: replace \(C_{\rm ref}\) by the chosen columns. IMOM: leave \(C_{\rm ref}\) at the starting guess.

The letter \(\alpha\) as a subscript or adjective is the spin, and otherwise the mixing parameter. No extrapolation such as DIIS is used; it changes the local dynamics and is outside this analysis.

### Four criteria

Let \(O_j\) be column \(j\) of \(O\), a vector of length \(N\) (spin label dropped). The candidates are the signed sum \(\sum_iO_{ij}\), its absolute value, the projection \(p_j^2=\sum_iO_{ij}^2\), each used by taking the \(N\) largest, and the determinant \(|\det O_{\mathcal S}|\) maximized over subsets.

A criterion should depend on the reference determinant only. Replacing \(C_{\rm ref}\) by \(C_{\rm ref}R\) with \(R\) orthogonal leaves \(P_{\rm ref}=C_{\rm ref}RR^TC_{\rm ref}^T\) unchanged and sends \(O\to R^TO\). With \(\mathbf 1\) the vector of ones,
\[
\sum_i(R^TO)_{ij}=\mathbf 1^TR^TO_j=\sqrt N\,u\cdot O_j,\qquad u=R\mathbf 1/\sqrt N .
\]
An orthogonal matrix can carry the unit vector \(\mathbf 1/\sqrt N\) to any unit vector, so \(u\) is arbitrary. The signed sum therefore depends on the gauge \(R\), and also on the sign that the eigensolver happens to give column \(j\). The absolute value removes the second defect only: for \(N\ge2\) one can take \(u\perp O_j\) for an orbital that lies almost wholly in the reference space, its score becomes zero, and any virtual orbital with a nonzero score displaces it.

The projection is invariant, because
\[
p_j^2=O_j^TO_j=c_j^TC_{\rm ref}C_{\rm ref}^Tc_j=c_j^TP_{\rm ref}c_j .
\]
It also solves a minimization. For projectors of rank \(N\), \(\operatorname{tr}P^2=N\), so
\[
\|P_{\rm ref}-P_{\mathcal S}\|^2=2N-2\operatorname{tr}P_{\rm ref}P_{\mathcal S}=2N-2\sum_{j\in\mathcal S}p_j^2 ,
\]
and the \(N\) largest \(p_j^2\) give the density matrix closest to the reference. The determinant \(\det O_{\mathcal S}\) is the overlap of the two many-electron determinants of that spin, and its modulus is invariant since \(\det R=\pm1\). The two invariant rules measure different things. For \(N=2\), \(|\det O_{\mathcal S}|=p_jp_k|\sin\gamma|\) with \(\gamma\) the angle between the two columns, so two long but nearly parallel columns win on projection and lose on determinant. For random orthogonal problems with two orbitals chosen out of four, the program finds different choices in 50 of 1000 trials, and it checks by exhaustive search that the projection rule always gives the closest density matrix.

The two rules agree whenever some subset has \(\det^2O_{\mathcal S}>\tfrac12\). Because \(C\) is a complete orthonormal set, \(OO^T=1\). The Cauchy–Binet formula then gives \(\sum_{\mathcal S}\det^2O_{\mathcal S}=\det OO^T=1\), so a subset with more than half of this sum is the determinant winner. Let \(s_k\le1\) be the singular values of \(O_{\mathcal S}\). Since \(\det^2=\prod s_k^2\le s_{\min}^2\), we have \(s_{\min}^2>\tfrac12\), and each column of the square matrix \(O_{\mathcal S}\) has \(p_j^2\ge s_{\min}^2>\tfrac12\). For the remaining columns \(O_{\mathcal V}\), \(O_{\mathcal V}O_{\mathcal V}^T=1-O_{\mathcal S}O_{\mathcal S}^T\) has largest eigenvalue \(1-s_{\min}^2<\tfrac12\), which bounds every \(p_j^2\) outside \(\mathcal S\). The projection rule picks the same set. It costs a sort where the determinant rule costs \(\binom MN\) determinants, and it is used from here on unless stated otherwise.

### Fixed points

Let \(P^*\) be an SCF solution, \([F_\sigma[P^*],P^*_\sigma]=0\), with a nondegenerate spectrum of the shifted Fock matrix. At \(P^*\) the eigenvectors are the occupied and virtual orbitals of the solution. For MOM the reference is \(P^*\) itself, so \(p_j^2\) is 1 for occupied and 0 for virtual orbitals: every SCF solution is a fixed point of MOM, the ground state included. For IMOM the solution is a fixed point only if its occupied orbitals carry the largest \(p_j^2\) on the frozen reference.

Take as guess the ground-state orbitals with the α electron of the highest occupied orbital \(i\) moved to \(\phi=a\cos\theta+i\sin\theta\), where \(a\) is the lowest virtual; \(\theta=0\) is the plain promotion. At the ground state \(p_a^2=\cos^2\theta\) and \(p_i^2=\sin^2\theta\). For \(|\theta|<45^\circ\) IMOM occupies \(a\), not \(i\). The eigenvectors depend continuously on \(P\), so the same choice is made in a whole neighbourhood of the ground state, where \(P^{\rm new}\) is then far from \(P\) and the stopping test cannot be met. This is all that IMOM guarantees. It excludes the ground state as a limit and says nothing about other solutions or about convergence.

The same continuity shows that near a solution that is a fixed point of both methods with strict inequalities between the \(p_j^2\), both choose the same columns. Their iterates are identical until the iteration leaves that neighbourhood, and local stability is a property of the mixing and the shift, not of the reference.

### Local multipliers

Use the canonical orbitals of \(P^*\), occupied \(i,j\) and virtual \(a,b\), each index carrying its spin, with energies \(\varepsilon\). Rotate \(i\to i+\sum_a\kappa_{ai}a\) within each spin. To first order \(\delta_1=\sum\kappa_{bj}(|b\rangle\langle j|+|j\rangle\langle b|)\). Inserting its two nonzero elements into \(G\), the Coulomb part gives \((ai|bj)+(ai|jb)=2(ai|bj)\), and the exchange part, present for equal spins, gives \((ab|ij)+(aj|ib)\):
\[
G[\delta_1]_{ai}=\sum_{bj}W_{ai,bj}\kappa_{bj},\qquad W_{ai,bj}=2(ai|bj)-\delta_{\sigma\sigma'}\left[(ab|ij)+(aj|bi)\right].
\]
Define \(D=\operatorname{diag}(\varepsilon_a-\varepsilon_i)\) and \(H=D+W\).

\(H\) is half the orbital Hessian. Write \(P=P^*+\delta_1+\delta_2\) and collect second-order terms of \(P^2=P\): \(P^*\delta_2+\delta_2P^*+\delta_1^2=\delta_2\). The occupied block reads \(2\delta_2+\kappa^T\kappa=\delta_2\), so \(\delta_2^{oo}=-\kappa^T\kappa\); the virtual block reads \(\delta_2^{vv}=\kappa\kappa^T\). In (1), \(\langle F,\delta_1\rangle=0\) because \(F_{ai}=0\), and the mixed block of \(\delta_2\) drops out for the same reason. What remains is \(\langle F,\delta_2\rangle=\sum\kappa_{ai}^2(\varepsilon_a-\varepsilon_i)\) and \(\tfrac12\langle\delta_1,G\delta_1\rangle=\tfrac12\cdot2\sum\kappa_{ai}(W\kappa)_{ai}\), the factor 2 counting the \(ai\) and \(ia\) elements. Hence
\[
\mathcal E=\mathcal E^*+\kappa^TH\kappa+O(\kappa^3). \tag{2}
\]

The shifted Fock matrix has diagonal elements \(\varepsilon_i\) and \(\varepsilon_a+\lambda\) at zeroth order. Its \(ai\) element at first order is \((W\kappa)_{ai}-\lambda\kappa_{ai}\), the second term coming from \(-\lambda\delta_1\). First-order perturbation theory gives the admixture of \(a\) in the new orbital \(i\) as this element divided by \(\varepsilon_i-\varepsilon_a-\lambda\), whatever the sign of that denominator:
\[
\kappa^{\rm new}=-(D+\lambda)^{-1}(W-\lambda)\kappa=-(D+\lambda)^{-1}\left[H-(D+\lambda)\right]\kappa=\kappa-(D+\lambda)^{-1}H\kappa .
\]
Mixing gives
\[
\kappa'=\left[1-\alpha(D+\lambda)^{-1}H\right]\kappa. \tag{3}
\]
A mixed density is not idempotent and may also deviate in its occupied–occupied and virtual–virtual blocks. \(P^{\rm new}\) is a projector and has no first-order deviation in those blocks, so they are multiplied by \(1-\alpha\) and receive nothing from \(\kappa\). The Jacobian is block triangular, and its eigenvalues are \(\mu_k=1-\alpha\eta_k\), with \(\eta_k\) the eigenvalues of \((D+\lambda)^{-1}H\), together with \(1-\alpha\). The condition \(|\mu|^2=1-2\alpha\operatorname{Re}\eta+\alpha^2|\eta|^2<1\) is
\[
\operatorname{Re}\eta_k>0,\qquad \alpha<2\operatorname{Re}\eta_k/|\eta_k|^2. \tag{4}
\]

Suppose the excited solution is a saddle of \(\mathcal E\), where \(H\) has negative eigenvalues, as in the example below. Two consequences follow. If \(A=D+\lambda\) is positive definite, \(A^{-1}H\) is similar to \(A^{-1/2}HA^{-1/2}\), which is congruent to \(H\); by Sylvester's law of inertia there are as many negative \(\eta_k\) as negative eigenvalues of \(H\), and each gives \(\mu>1\) for every \(\alpha\). More generally, if the numbers of negative eigenvalues of \(A\) and \(H\) differ in parity, \(\det A^{-1}H<0\); complex eigenvalues come in pairs with a positive product, so at least one \(\eta\) is real and negative. A saddle of index one can attract the iteration only if an odd number of the shifted gaps \(\varepsilon_a-\varepsilon_i+\lambda\) are negative. A level shift large enough to remove the inversion makes the target repelling, with a positive multiplier, so the departure along that mode is smooth and without oscillation. This is the origin of drift.

Equation (3) also relates the stopping test to the error. For a mode with eigenvalue \(\eta\) the residual is \(\kappa^{\rm new}-\kappa=-\eta\kappa\), so the distance of \(P\) from \(P^*\) along that mode is up to \(\tau/|\eta|\) at the stop, and by (2) the energy error relative to \(\mathcal E^*\) is of second order in it. At a saddle (2) has no definite sign, so a small energy change between steps is not evidence of convergence, and neither is a step overlap near 1.

### A two-level model

The global behaviour can be solved when only one electron moves, in the plane spanned by \(a\) and \(i\), with all other orbitals frozen. Let \(\phi\) be occupied and \(\phi_\perp\) its orthogonal partner in the plane. The operator \(J-K\) generated by \(\phi\) annihilates \(\phi\), since \(\langle\chi|J-K|\phi\rangle=(\chi\phi|\phi\phi)-(\chi\phi|\phi\phi)=0\). Within the plane it is therefore \(U|\phi_\perp\rangle\langle\phi_\perp|\) with \(U=(\phi\phi|\phi_\perp\phi_\perp)-(\phi\phi_\perp|\phi\phi_\perp)\). This is the repulsion energy of the two-electron determinant \(|\phi\phi_\perp|\), which a rotation in the plane does not change, so \(U=J_{ia}-K_{ia}\) for all \(\phi\). The program checks this with the integrals of the example. Removing the moving electron from the ground-state Fock matrix \(\operatorname{diag}(\varepsilon_a,\varepsilon_i)\) subtracts \(U|a\rangle\langle a|\); measuring energies from \(\varepsilon_i\),
\[
F=\operatorname{diag}(E,0)+U(1-P),\qquad E=\varepsilon_a-\varepsilon_i-U .
\]
\(E>0\) is the frozen-orbital excitation energy, and since the electron has no self-repulsion the total energy is \(E\,P_{aa}\) above the ground state. A level shift has the same form as the second term and replaces \(U\) by \(U+\lambda\). At the target \(\phi=a\) the empty level lies at \(U\) and the filled one at \(E\), so \(D=U-E\), while \(E\cos^2\theta\approx E-E\theta^2\) gives \(H=-E\). The multiplier (3) is \(\mu=1-\alpha E/(E-U)\).

Write \(P=\tfrac12(1+\mathbf p\cdot\boldsymbol\sigma)\) with Pauli matrices \(\sigma_x,\sigma_z\) in the basis \((a,i)\). A pure state has the unit vector \(\mathbf n=(\sin\varphi,\cos\varphi)\) with \(\varphi=2\theta\); \(+\mathbf z\) is the target, \(-\mathbf z\) the ground state, and a mixed density has \(|\mathbf p|\le1\). Then
\[
F=\tfrac12(E+U)+\tfrac12\mathbf m\cdot\boldsymbol\sigma,\qquad\mathbf m=E\mathbf z-U\mathbf p ,
\]
with upper eigenvector \(+\hat{\mathbf m}\) and lower eigenvector \(-\hat{\mathbf m}\). The squared overlap of two pure states is \(\operatorname{tr}PP'=\tfrac12(1+\mathbf n\cdot\mathbf n')\), so a reference \(\mathbf r\) selects the branch given by the sign of \(\mathbf r\cdot\mathbf m\).

**No damping.** Here \(\mathbf p=\mathbf n\). MOM has \(\mathbf r=\mathbf n\) and takes the sign of \(En_z-U\). IMOM with \(\mathbf r=\mathbf z\) takes the sign of \(E-Un_z\).

For \(U>E\), MOM is always on the lower branch and coincides with aufbau filling. The new vector is along \(\mathbf n-(E/U)\mathbf z\), which is turned away from \(\mathbf z\) at every step, so any starting angle \(\varphi>0\) grows monotonically to \(\pi\). The tip of that vector lies on a circle of radius \(E/U\) about the tip of \(\mathbf n\), so the turn per step is at most \(\arcsin(E/U)\) and the step overlap obeys
\[
\operatorname{tr}PP'\ge\tfrac12\left(1+\sqrt{1-E^2/U^2}\right). \tag{5}
\]
The larger \(U\) (or the shift), the closer every step overlap is to 1, while the end point stays the same.

On the upper branch \(\mathbf n'\propto(-U\sin\varphi,\,E-U\cos\varphi)\): the side alternates and the polar angle maps as \(\varphi\to g(\varphi)\) with \(\tan g=U\sin\varphi/(E-U\cos\varphi)\). Abbreviate \(s=\sin\varphi\), \(c=\cos\varphi\). Then
\[
|\mathbf m|\sin(g-\varphi)=Usc-(E-Uc)s=s(2Uc-E),\qquad g'=\frac{(E-Uc)Uc-U^2s^2}{|\mathbf m|^2}=\frac{U(Ec-U)}{|\mathbf m|^2}.
\]
For \(U/E<\tfrac12\) the first expression is negative for all \(0<\varphi<\pi\), and the angle shrinks. IMOM is always on this branch, since \(E-Un_z>0\), and converges; MOM converges if it starts on this branch, \(\cos\varphi>U/E\), which the shrinking angle then preserves. For \(U/E>\tfrac12\) there is an angle \(\cos\varphi^*=E/2U\) with \(g=\varphi\), a two-cycle between \(\pm\varphi^*\), and \(g>\varphi\) for smaller angles. At \(\varphi^*\), \(|\mathbf m|^2=E^2-2EUc+U^2=U^2\) and \(g'=E^2/2U^2-1\), which lies between \(-1\) and 1, so the cycle is locally stable. There \(E-Un_z=E/2>0\), so IMOM supports the cycle for every \(U>E/2\), including \(U>E\).

For \(U<E\), MOM stays on the upper branch only while \(\cos\varphi>U/E\). Call the limiting angle \(\varphi_{\rm sw}\); \(g\) is increasing below it. If \(E/2U>U/E\), that is \(U/E<1/\sqrt2\), then \(\varphi^*<\varphi_{\rm sw}\) and from any start with \(0<\varphi<\varphi_{\rm sw}\) the iterates of the increasing map approach \(\varphi^*\) monotonically: MOM cycles. A start beyond \(\varphi_{\rm sw}\) is on the lower branch and collapses, as shown next. If \(U/E>1/\sqrt2\), the angle grows at every step below \(\varphi_{\rm sw}<\varphi^*\), has no fixed point to approach, and passes \(\varphi_{\rm sw}\). The lower branch then gives \(n_z'\propto Un_z-E<0\), the sign \(En_z-U\) stays negative, and the iteration contracts to \(-\mathbf z\) by the argument below. The program diagonalizes the \(2\times2\) matrices directly and tests these regimes: at \(U/E=0.45\) both reach \(n_z=1\); at 0.60 and 0.69 both cycle at 0.8333 and 0.7246; at 0.72 and 0.90 MOM collapses while IMOM cycles at 0.6944 and 0.5556. At 1.30 MOM collapses and IMOM ends at 0.3846, again \(E/2U\).

We now know which selection rules depend only on the reference determinant, when a solution attracts nearby iterates, and when the undamped two-level model converges, cycles or collapses. What remains is the damped model with a tilted guess, the energy descent under a level shift, and the worked example of a linear H\(_4\) chain.

Numbers in the example were calculated in double precision.
